# Why diffusion Monte Carlo without branching fails at long times

**Question.** Diffusion Monte Carlo can be run without killing or copying walkers: each walker diffuses freely and carries a multiplicative weight. The weighted averages are formally correct at every imaginary time. Why does a calculation with a fixed number of walkers nevertheless fail when the projection time is long?

**Answer.** The weight is the exponential of an accumulated sum, and that sum performs a random walk. Differences between log weights grow without limit, so the average comes to rest on ever fewer walkers.

## Where the weights come from

Use units with $\hbar=m=1$. Let $H=-\tfrac12\nabla^2+V$, and let $\psi_T$ be a real trial function that is positive in the region where the walkers move. For a fixed-node calculation this region is one nodal pocket. Define

$$
E_L=\frac{H\psi_T}{\psi_T},\qquad \mathbf v=\frac{\nabla\psi_T}{\psi_T}.
$$

Imaginary-time projection evolves $\phi$ by $\partial_t\phi=-(H-E_T)\phi$, starting from $\phi=\psi_T$; $E_T$ is a constant energy offset. The walkers represent $f=\psi_T\phi$. Adding and subtracting $\tfrac12\phi\nabla^2\psi_T$ gives

$$
\partial_t f=\tfrac12\left(\psi_T\nabla^2\phi-\phi\nabla^2\psi_T\right)
+\tfrac12\phi\nabla^2\psi_T-(V-E_T)f .
$$

The last two terms are $-(E_L-E_T)f$. The bracket is $\nabla\cdot(\psi_T\nabla\phi-\phi\nabla\psi_T)$. Since $\phi\nabla\psi_T=\mathbf vf$ and $\psi_T\nabla\phi=\nabla f-\mathbf vf$,

$$
\partial_t f=\tfrac12\nabla^2f-\nabla\cdot(\mathbf vf)-(E_L-E_T)f .
$$

The first two terms move walkers by diffusion with drift $\mathbf v$. They leave $\psi_T^2$ unchanged, because $\tfrac12\nabla\psi_T^2=\mathbf v\psi_T^2$. The last term multiplies a walker's weight by $1-(E_L-E_T)dt$ in each short interval $dt$. Over a whole path the product is

$$
w=e^{-S+E_Tt},\qquad S=\int_0^tE_L(\mathbf R_u)\,du .
$$

Start the walkers from $\psi_T^2$. The weighted average of the present local energy is then

$$
\frac{\mathbb E[wE_L(\mathbf R_t)]}{\mathbb E[w]}
=\frac{\int\phi\,H\psi_T}{\int\phi\,\psi_T}\longrightarrow E_0 ,
$$

because $\phi$ approaches the lowest state of the region and $H$ can act on it to the left. In a nodal pocket, $E_0$ therefore means the fixed-node energy of that pocket, not the exact ground-state energy. Without weights, the average is the variational energy $E_V$. The weights therefore carry the whole improvement from $E_V$ to $E_0$. Changing $E_T$ multiplies all weights by the same factor, so it cannot repair differences between them.

## The log weights diffuse

A walker forgets its old local energy after a correlation time, but its weight does not forget: $\ln w$ keeps adding new contributions. Let $C(u)$ be the stationary covariance of $E_L$ at two times separated by $u$, with $C(0)=\sigma^2$. Then

$$
\operatorname{Var}(\ln w)=\int_0^t\!\!\int_0^t C(|u-u'|)\,du\,du'
=2\int_0^t(t-u)C(u)\,du .
$$

The factor 2 counts the two time orderings, and $t-u$ is the range available to a pair with separation $u$. If the correlations decay fast enough, then at long times

$$
\operatorname{Var}(\ln w)\simeq Dt,\qquad
D=2\int_0^\infty C(u)\,du=2\sigma^2\tau ,
$$

where $\tau=\sigma^{-2}\int_0^\infty C(u)\,du$. Linear growth sets in after a transient. For $C=\sigma^2e^{-u/\tau}$ the integral gives

$$
\operatorname{Var}(\ln w)=D\left[t-\tau(1-e^{-t/\tau})\right].
$$

The number of walkers that still contribute can be measured by

$$
N_{\rm eff}=\frac{(\sum_iw_i)^2}{\sum_iw_i^2}.
$$

It equals $N$ for equal weights and 1 when a single weight is nonzero. For a large population, sums become $N$ times expectations, so $N_{\rm eff}/N\to F(t)=(\mathbb E w)^2/\mathbb E(w^2)$. If $\ln w$ were Gaussian with mean $\mu$ and variance $v$, then $\mathbb E w^q=e^{q\mu+q^2v/2}$ and

$$
F=e^{2\mu+v-(2\mu+2v)}=e^{-v}.
$$

A variance linear in time thus becomes an exponential loss of effective walkers. But $\mathbb E(w^2)$ probes the far tail of the distribution, where the Gaussian form need not hold even at long times. The true rate requires the moments themselves.

## The true decay rate

Let $u_s(\mathbf R,t)$ be the mean of $e^{-sS}$ over paths that start at $\mathbf R$. Splitting off the first short interval gives

$$
\partial_tu_s=(L-sE_L)u_s,\qquad
L=\tfrac12\nabla^2+\mathbf v\cdot\nabla
=\frac1{2\psi_T^2}\nabla\cdot\psi_T^2\nabla .
$$

Write $u_s=\chi/\psi_T$. Since $\psi_T^2\nabla(\chi/\psi_T)=\psi_T\nabla\chi-\chi\nabla\psi_T$,

$$
\psi_TL\frac{\chi}{\psi_T}
=\tfrac12\nabla^2\chi-\tfrac12\frac{\nabla^2\psi_T}{\psi_T}\chi
=\tfrac12\nabla^2\chi-(V-E_L)\chi .
$$

Hence $\partial_t\chi=-K_s\chi$, with the Hermitian operator

$$
K_s=H+(s-1)E_L .
$$

Let $\lambda(s)$ be its lowest eigenvalue and $\varphi_s$ the normalized eigenfunction; take $\psi_T$ normalized too. Assume that a gap separates $\lambda(s)$ from the rest of the spectrum for the values of $s$ used below. Averaging over the starting density $\psi_T^2$ gives

$$
\mathbb E e^{-sS}=\langle\psi_T|e^{-tK_s}|\psi_T\rangle
\simeq C_se^{-\lambda(s)t},\qquad C_s=|\langle\psi_T|\varphi_s\rangle|^2 .
$$

Here $K_0\psi_T=0$, so $\lambda(0)=0$, while $K_1=H$ gives $\lambda(1)=E_0$. In $F$ the factors of $E_T$ cancel, leaving

$$
F(t)\simeq Ae^{-\gamma t},\qquad
\gamma=2\lambda(1)-\lambda(2),\qquad A=\frac{C_1^2}{C_2}.
$$

To find the sign of $\gamma$, use $\varphi_1$ as a variational function for both $K_0$ and $K_2$. Since $K_0+K_2=2K_1$,

$$
\lambda(0)+\lambda(2)\le
\langle\varphi_1|K_0+K_2|\varphi_1\rangle=2\lambda(1),
$$

so $\gamma\ge0$. Equality would require $\varphi_1$ to be the ground state of $K_0$, which is $\psi_T$. Then $\psi_T$ would be an eigenfunction of $H$ and $E_L$ would be constant. For any other trial function, $\gamma>0$.

The variance rate belongs to the same function. Let $|n\rangle$ be the excited states of $K_0$, with energies $\varepsilon_n$. The stationary covariance is $C(u)=\sum_n|\langle n|E_L|\psi_T\rangle|^2e^{-\varepsilon_nu}$, so

$$
D=2\sum_n\frac{|\langle n|E_L|\psi_T\rangle|^2}{\varepsilon_n}=-\lambda''(0),
$$

where the last equality is second-order perturbation theory for $K_s=K_0+sE_L$. Integration by parts on the intervals $[0,1]$ and $[1,2]$ relates the two rates:

$$
\gamma=\int_0^2(1-|1-s|)\,[-\lambda''(s)]\,ds .
$$

The triangular factor has unit area. Thus $\gamma$ is an average of the curvature over $0\le s\le2$, whereas $D$ is the curvature at $s=0$. They agree when the curvature hardly changes over this range.

## What a fixed population does

The law $N_{\rm eff}\simeq NAe^{-\gamma t}$ cannot hold forever, because $N_{\rm eff}\ge1$. It fails earlier than that bound demands, because $\mathbb E(w^2)$ comes from rare paths that a finite population lacks.

Suppose that the probability of finding $S/t$ near $e$ behaves as $e^{-tI(e)}$, up to slower factors. The $q$th moment is then dominated by the minimum of the exponent:

$$
\lambda(q)=\min_e\,[qe+I(e)] .
$$

At the minimizing value $e_q$ a small shift of $e$ costs nothing to first order, so $\lambda'(q)=e_q$. The paths that supply the moment therefore have probability of order $e^{-I_qt}$, with

$$
I_q=I(e_q)=\lambda(q)-q\lambda'(q).
$$

A population of $N$ independent walkers is likely to contain such a path while $Ne^{-I_qt}\gtrsim1$, that is, until about

$$
t_q=\frac{\ln N}{I_q}.
$$

Since $dI_q/dq=-q\lambda''(q)>0$, the second moment is lost first. After $t_2$ the simple law for $N_{\rm eff}$ fails and the decay is slower. Around $t_1$ a typical population already misses a large part of the mean weight, and from then on the projection is lost gradually. These are crossover estimates, not sharp times at finite $N$. Turned around, roughly $e^{I_1t}$ walkers are needed merely to push the crossover out to time $t$; an accurate projection needs many more.

Next let $t\to\infty$ at fixed $N$. By the central limit theorem the centred log weights, divided by $\sqrt{Dt}$, tend to $N$ independent standard Gaussian numbers. Their largest two values differ with probability one. The corresponding gap $\Delta$ in $\ln w$ is this difference times $\sqrt{Dt}$, so it grows beyond any bound. All other weights are at most $e^{-\Delta}$ times the largest, so

$$
\frac{w_{\max}}{\sum_iw_i}\ge\frac1{1+(N-1)e^{-\Delta}}\longrightarrow1
$$

in probability. This is the sense in which one walker dominates. The identity of the leader may still change.

The expected gap is $g_N\sqrt{Dt}$ in the Gaussian limit. With $\Phi$ the standard Gaussian distribution function, a level $z$ lies between the largest and second-largest number with probability $N\Phi^{N-1}(1-\Phi)$: choose the one above, and put the rest below. Integrating over all levels gives the mean separation,

$$
g_N=\int_{-\infty}^{\infty}N\Phi(z)^{N-1}[1-\Phi(z)]\,dz .
$$

What energy does this leader report? It was selected for its entire past, but its present local energy remembers only the last stretch of order $\tau$. At long times

$$
\operatorname{Cov}(E_L(\mathbf R_t),S)=\int_0^tC(u)\,du\to\frac D2 .
$$

Linear regression on $S$, whose variance is $Dt$, therefore has slope $1/(2t)$. If $m_N$ is the mean maximum of $N$ standard Gaussians, the leader has $S-E_Vt\approx-m_N\sqrt{Dt}$, and to leading order its mean energy is

$$
E_{\rm late}\approx E_V-\frac{m_N}{2}\sqrt{\frac Dt}.
$$

The weighted result drifts back to the variational energy. The run has lost more than precision: it has lost the projection.

## A case in numbers

Take $M=60$ independent harmonic coordinates of electron mass, with $\omega=10$ eV and trial factor $e^{-ax^2/2}$ for each, $a=9$ eV. Energies are in eV and imaginary times in eV$^{-1}$. The root-mean-square trial coordinate, $(2a)^{-1/2}$, is 0.651 angstrom once $\hbar$ and the mass are restored.

For one coordinate $\psi_T''/\psi_T=a^2x^2-a$, hence

$$
E_L=\frac a2+\frac\kappa2x^2,\qquad
\kappa=\omega^2-a^2=19\ \mathrm{eV}^2 .
$$

With $\langle x^2\rangle=1/(2a)$, the variational energy is $60(4.5+19/36)=301.667$ eV. The ground-state energy is $60\times5=300$ eV, so projection must remove 1.667 eV.

The operator $K_s$ is again an oscillator. Its squared frequency is $\omega^2+(s-1)\kappa=a^2+s\kappa=b_s^2$, and its constant term is $(s-1)a/2$. Therefore, per coordinate,

$$
\lambda(s)=\frac{b_s+(s-1)a}{2},\qquad
\lambda'(s)=\frac{\kappa}{4b_s}+\frac a2,\qquad
\lambda''(s)=-\frac{\kappa^2}{8b_s^3}.
$$

Independent coordinates add their rates. At $s=0$, $b_0=a$ and

$$
D=60\times\frac{19^2}{8\times9^3}=3.714\ \mathrm{eV}.
$$

For $s=2$, $b_2=\sqrt{119}=10.9087$ eV and $\lambda(2)=9.95436$ eV, so

$$
\gamma=60(2\times5-9.95436)=2.739\ \mathrm{eV},
$$

or 0.1006 hartree. The ratio $\gamma/D$ is 0.74. It lies below 1 because $\kappa>0$ makes $b_s$ grow with $s$, so the curvature averaged in $\gamma$ is smaller than its value at $s=0$. The second moment needs care for other trial functions: if $a^2>2\omega^2$, then $b_2^2<0$, $K_2$ has no lowest eigenvalue, and this exponential law does not apply.

The overlap of two normalized Gaussians gives $C_s=2\sqrt{ab_s}/(a+b_s)$ per coordinate, and the product over 60 coordinates gives $A=1.117$. For $N=200$ and $t=1$ eV$^{-1}$,

$$
NAe^{-\gamma t}=200\times1.117\times e^{-2.739}=14.4 .
$$

The crossover rates are

$$
I_1=60\left[5-\left(\frac{19}{40}+4.5\right)\right]=1.50\ \mathrm{eV},
$$

and, in the same way, $I_2=5.01$ eV. With $\ln200=5.298$, they give $t_2=1.06$ and $t_1=3.53$ eV$^{-1}$; the latter is 96 hartree$^{-1}$. Moving this crossover to $t=10$ eV$^{-1}$ would take about $e^{15}\approx3\times10^6$ walkers, and such a population would still typically capture only about 0.4 of the mean weight. Since $I_1$ is proportional to $M$ here, doubling the number of coordinates squares this estimate.

Simulations of 200 separate populations, each with 200 walkers, gave the variance of $\ln w$ and the means of $N_{\rm eff}$ and of the largest share below; the column $NF$ is the large-population formula, not a simulated value:

| $t$ (eV$^{-1}$) | Var $\ln w$ | $NF$ | $N_{\rm eff}$ | largest share |
|---:|---:|---:|---:|---:|
| 0.4 | 1.28 | 74.7 | 79.8 | 0.05 |
| 1.0 | 3.49 | 14.4 | 26.7 | 0.14 |
| 2.0 | 7.25 | 0.93 | 10.9 | 0.29 |
| 3.5 | 12.8 | 0.015 | 5.8 | 0.42 |
| 7.0 | 25.8 | $10^{-6}$ | 3.1 | 0.60 |

The variance follows the linear law with its small transient. The effective number follows $NF$ at first and then lies far above it. This is not a rescue: the sample is missing the heavy weights that determine $F$. At $t=1$ the median population had 0.93 of the expected mean weight but only 0.49 of the expected mean squared weight. Together these suggest $14.4\times0.93^2/0.49\approx25$ effective walkers, close to the observed 26.7. By $t=3.5$ the median captured mean weight had itself fallen to 0.49, and by $t=7$ to 0.05.

The weighted energy was 300.02 eV at $t=0.6$, close to $E_0$, and 300.45 eV at $t=3.5$. At $t=7$ it was 300.07 eV, so the single-time values do not rise steadily. With $\sigma=5.78$ eV, a rough standard error is $\sigma\sqrt{\langle1/N_{\rm eff}\rangle/200}$. Since $1/\langle N_{\rm eff}\rangle\le\langle1/N_{\rm eff}\rangle\le1$, at $t=7$ this lies between $5.78/\sqrt{200\times3.1}\approx0.2$ eV and $5.78/\sqrt{200}\approx0.4$ eV. They are too noisy to show the drift.

A longer run with 50 populations shows it after averaging over time. Between $t=50$ and 100 eV$^{-1}$ the mean weighted energy was 301.38 eV. The late-time formula, with $m_{200}=2.746$ and averaged over the same times, gives 301.36 eV. About 83% of the original variational error had returned. At $t=100$ the largest share averaged 0.90. The mean gap between the top two log weights was $7.2\pm0.9$, against $0.332\sqrt{3.714\times100}=6.4$ from the Gaussian estimate.

## Why branching changes the outcome

Branching replaces a heavy walker by several copies and removes some light ones. If walker $i$ receives on average $Nw_i/\sum_jw_j$ copies, the total number of copies is held at $N$, and the weights are then reset to one, the expected average of any function $g$ after resampling is

$$
\frac1N\sum_i\frac{Nw_i}{\sum_jw_j}\,g(\mathbf R_i)
=\frac{\sum_iw_ig(\mathbf R_i)}{\sum_jw_j}.
$$

The step preserves the current weighted average in expectation, while the spread of log weights starts again from zero. Copies share a position at first and separate through their later independent diffusion. Computing effort thus moves to the regions that the projection favours, instead of following paths whose weights have become negligible.

There is a price. Copies are correlated, and resetting the weights discards fluctuations of the population's total weight, which leaves a bias at finite $N$. In the example, resampling every 0.1 eV$^{-1}$ kept the mean $N_{\rm eff}/N$ at 0.85 just before each resampling. The energy was 300.00 eV, so no bias is visible at the 0.2 eV tolerance of the numerical check.

The rates $D$, $\gamma$ and $I_1$ vanish when $E_L$ is constant. In the example all three fall as $a$ approaches $\omega$; per coordinate, $I_1=(\omega-a)^2/(4\omega)$. Such an improvement of the trial function postpones the failure of the unbranched method. Unless $E_L$ is constant, it does not remove it: with a fixed population, the log weights continue to spread.

## Numbers as computed

```
oscillator quantum omega = 10.0 eV
trial exponent a = 9.0 eV
coordinates M = 60; walkers per population N = 200
rms trial coordinate = 0.6506 angstrom
kappa = 19.0 eV^2
ground-state energy E0 = 300.000 eV
variational energy EV = 301.667 eV; EV-E0 = 1.667 eV
local-energy standard deviation = 5.782 eV
local-energy correlation time = 0.05556 1/eV
log-weight variance rate D = 3.7140 eV; grid 3.7171 eV
decay rate gamma = 2.7386 eV; grid 2.7404 eV
gamma converted = 0.10064 hartree
ratio gamma/D = 0.737; amplitude A = 1.1169
rarity rates I1 = 1.5000 eV; I2 = 5.0095 eV
crossover times t2 = 1.058 1/eV; t1 = 3.532 1/eV
t1 converted = 96.12 1/hartree
walker estimate exp(I1*t) at t=10 1/eV = 3.269e+06
short run: 200 populations, time step 0.010 1/eV
t=0.2 1/eV: Var ln w MC 0.542, formula 0.542
  N*fraction formula 129.1; mean N_eff 130.53; top share 0.023
  weighted energy 300.006 eV; median captured w 0.991, w^2 0.965
t=0.4 1/eV: Var ln w MC 1.282, formula 1.279
  N*fraction formula 74.7; mean N_eff 79.80; top share 0.046
  weighted energy 300.039 eV; median captured w 0.982, w^2 0.878
t=0.6 1/eV: Var ln w MC 2.026, formula 2.022
  N*fraction formula 43.2; mean N_eff 52.45; top share 0.072
  weighted energy 300.024 eV; median captured w 0.965, w^2 0.787
t=1.0 1/eV: Var ln w MC 3.489, formula 3.508
  N*fraction formula 14.44; mean N_eff 26.73; top share 0.141
  weighted energy 300.042 eV; median captured w 0.928, w^2 0.491
t=2.0 1/eV: Var ln w MC 7.251, formula 7.222
  N*fraction formula 0.9339; mean N_eff 10.86; top share 0.289
  weighted energy 300.180 eV; median captured w 0.764, w^2 0.053
t=3.5 1/eV: Var ln w MC 12.789, formula 12.793
  N*fraction formula 0.01535; mean N_eff 5.77; top share 0.416
  weighted energy 300.452 eV; median captured w 0.492, w^2 0.001
t=7.0 1/eV: Var ln w MC 25.842, formula 25.792
  N*fraction formula 1.055e-06; mean N_eff 3.08; top share 0.600
  weighted energy 300.069 eV; median captured w 0.049, w^2 0.000
pooled fraction at 0.4 1/eV: MC 0.3814, formula 0.3735
long run: 50 populations, step 0.020 1/eV
at t=100 1/eV: top share 0.898, mean N_eff 1.273
Gaussian constants: g_N 0.3324, m_N 2.7460
top log-weight gap: MC 7.21 +/- 0.94, predicted 6.40
weighted energy over t=50 to 100 1/eV: 301.379 eV, predicted 301.357 eV
resampling interval = 0.10 1/eV; run length = 20.0 1/eV
resampled energy = 300.000 eV; mean N_eff/N before resampling = 0.851
```
